# Matrix elements of correlated Gaussians with a global vector, part 1

(Sections cited here and not found follow in the later parts.)

## An excited electron outside a core

Take a lithium ion Li$^+$ with one electron close to the nucleus and the other in a $2p$ orbital. The state has total orbital angular momentum $L=1$, its wave function depends on the distance between the electrons, and it must be symmetric or antisymmetric when the two positions are exchanged. A basis for such a state has to meet three demands together: definite $L$, explicit correlation, and a form that survives a permutation of identical particles.

For $L=0$ the correlated Gaussian meets them. Let $\mathbf x_1,\dots,\mathbf x_N$ be the $N$ three-dimensional relative coordinates, and for a real symmetric positive definite $N\times N$ matrix $A$ write $x^TAx=\sum_{ij}A_{ij}\,\mathbf x_i\cdot\mathbf x_j$. The function $\exp(-\tfrac12x^TAx)$ is a rotational scalar, its off-diagonal $A_{ij}$ correlate the particles, and a linear change of coordinates only changes $A$. For $L>0$ one could attach a spherical harmonic to each coordinate and couple them to total $L$, but in coordinates that a permutation mixes, such as Jacobi coordinates, the permutation turns one coupled product into a sum of many; the product keeps its form, up to a sign, when the permutation only reverses coordinates or exchanges the two that are coupled first. For electrons measured from the nucleus a permutation only relabels the coordinates, but with three or more electrons the relabelled product can be coupled in a different order, and bringing it back to the original order again gives a sum. The global vector representation puts all the angular dependence on one linear combination of the coordinates:

$$f_{KLM}(u,A;x)=|\mathbf v|^{2K}\,\mathcal Y_{LM}(\mathbf v)\,e^{-\frac12x^TAx},\qquad \mathbf v=\sum_iu_i\mathbf x_i .\tag{1}$$

Here $u$ is a real $N$-component column, $K\ge0$ is an integer, and $\mathcal Y_{LM}(\mathbf v)=|\mathbf v|^LY_{LM}(\hat{\mathbf v})$ is the solid harmonic, a homogeneous polynomial of degree $L$ with $\nabla^2\mathcal Y_{LM}=0$. The $Y_{LM}$ are orthonormal on the unit sphere. The case $K=0$ is the pure solid harmonic times a Gaussian. A common rotation of all $\mathbf x_i$ rotates $\mathbf v$ and leaves the other factors alone, so $f_{KLM}$ has total angular momentum $L$ and projection $M$. If a permutation acts as $x\to\Pi x$ with an $N\times N$ matrix $\Pi$, then $(\Pi x)^TA(\Pi x)=x^T\Pi^TA\Pi x$ and $u^T\Pi x=(\Pi^Tu)^Tx$, so

$$f_{KLM}(u,A;\Pi x)=f_{KLM}(\Pi^Tu,\Pi^TA\Pi;x).\tag{2}$$

A permuted function is another function of the same form. The vector $u$ transforms with the transpose $\Pi^T$; using $\Pi$ gives the right answer for a plain exchange of two coordinates, where $\Pi^T=\Pi$, and the wrong one for a cyclic permutation or for an exchange written in Jacobi coordinates with a non-symmetric $\Pi$.

The form has one structural limit. Inversion $x\to-x$ multiplies (1) by $(-1)^L$, so one global vector describes only states of natural parity. A state that behaves like $\mathbf x_1\times\mathbf x_2$, with $L=1$ and even parity, or like the pseudoscalar $\mathbf x_1\cdot(\mathbf x_2\times\mathbf x_3)$, is orthogonal to every function (1).

Hartree atomic units are used throughout. The kinetic energy is $T=-\tfrac12\sum_{ij}\Lambda_{ij}\nabla_i\cdot\nabla_j$ with a real symmetric $\Lambda$. For electrons measured from a nucleus of mass $m_{\rm nuc}$, the nucleus carries momentum $-\sum_i\mathbf p_i$ in the centre-of-mass frame, so $\Lambda_{ij}=\delta_{ij}+1/m_{\rm nuc}$, and a fixed nucleus has $\Lambda=1$. Every interparticle distance is $|w^Tx|$ for some nonzero column $w$; for two electrons $w=(1,0)$, $(0,1)$ and $(1,-1)$ give $r_1$, $r_2$ and $r_{12}$.

## The result

Primes mark the bra function $f'=f_{K'L'M'}(u',A')$, and a matrix element is $\int f'^{*}\,O f\,d^{3N}x$. Define

$$C=A+A',\quad G_0=\left[\frac{(2\pi)^N}{\det C}\right]^{3/2},\quad q=\tfrac12u^TC^{-1}u,\quad q'=\tfrac12u'^TC^{-1}u',\quad \rho=u'^TC^{-1}u,\tag{3}$$

$$B_{kl}=\frac{4\pi\,(2k+l)!}{2^k\,k!\,(2k+2l+1)!!},\tag{4}$$

$$F(q,q',\rho)=\frac{(2K+L)!\,(2K'+L)!}{B_{KL}B_{K'L}}\sum_{k=0}^{\min(K,K')}B_{kL}\,\frac{q^{K-k}\,q'^{\,K'-k}\,\rho^{2k+L}}{(K-k)!\,(K'-k)!\,(2k+L)!}.\tag{5}$$

All the elements below vanish unless $L'=L$ and $M'=M$, and they do not depend on $M$. The overlap is

$$\langle f'|f\rangle=G_0F.\tag{6}$$

The kinetic energy is

$$\langle f'|T|f\rangle=G_0\,(R+P\,\partial_q+P'\partial_{q'}+Q\,\partial_\rho)F,\tag{7}$$

with $a=A'C^{-1}u$, $a'=AC^{-1}u'$, $R=\tfrac32\operatorname{Tr}(\Lambda AC^{-1}A')$, $P=-\tfrac12a^T\Lambda a$, $P'=-\tfrac12a'^T\Lambda a'$, $Q=a'^T\Lambda a$. For a central potential, with $1/\kappa=w^TC^{-1}w$, $\gamma=w^TC^{-1}u$, $\gamma'=w^TC^{-1}u'$ and $D=\gamma^2\partial_q+\gamma'^2\partial_{q'}+2\gamma\gamma'\partial_\rho$,

$$\langle f'|V(|w^Tx|)|f\rangle=G_0\sum_{n=0}^{K+K'+L}V_n\,\frac{(-\kappa/2)^n}{(3/2)_n}\,D^nF,\qquad V_n=4\pi\Big(\frac{\kappa}{2\pi}\Big)^{3/2}\!\int_0^\infty\! r^2V(r)\,e^{-\kappa r^2/2}L_n^{(1/2)}\!\big(\tfrac12\kappa r^2\big)\,dr,\tag{8}$$

where $(\alpha)_n=\alpha(\alpha+1)\cdots(\alpha+n-1)$ and $L_n^{(1/2)}$ is an associated Laguerre polynomial. For the Coulomb potential,

$$\Big\langle f'\Big|\frac1{|w^Tx|}\Big|f\Big\rangle=G_0\sqrt{\frac{2\kappa}{\pi}}\sum_n\frac{(-\kappa/2)^nD^nF}{(2n+1)\,n!}=G_0\sqrt{\frac{2\kappa}{\pi}}\int_0^1\!F\big(q-\tfrac12\kappa\gamma^2t^2,\;q'-\tfrac12\kappa\gamma'^2t^2,\;\rho-\kappa\gamma\gamma't^2\big)\,dt.\tag{9}$$

In (7) to (9) $F$ is differentiated as a polynomial in three independent variables, and the values (3) are inserted afterwards. On the diagonal, where $u=u'$ makes $\rho=2q=2q'$, substituting first and differentiating second is wrong.

## First derivation: the shifted Gaussian as generating function

### Powers of a scalar product

Let $t=\hat{\mathbf a}\cdot\hat{\mathbf b}$ and expand $t^n=\sum_lc_lP_l(t)$ in Legendre polynomials. Orthogonality, $\int_{-1}^1P_lP_{l'}\,dt=2\delta_{ll'}/(2l+1)$, gives $c_l=\tfrac{2l+1}2\int_{-1}^1t^nP_l\,dt$. Insert the Rodrigues formula $P_l=(2^ll!)^{-1}\,d^l(t^2-1)^l/dt^l$ and integrate by parts $l$ times. The boundary terms vanish because $(t^2-1)^l$ has zeros of order $l$ at both ends, and the factor $(-1)^l$ from the integrations turns $(t^2-1)^l$ into $(1-t^2)^l$:

$$\int_{-1}^1t^nP_l\,dt=\frac1{2^ll!}\,\frac{n!}{(n-l)!}\int_{-1}^1t^{n-l}(1-t^2)^l\,dt .$$

The integral is zero for $l>n$, where the $l$-th derivative of $t^n$ vanishes, and for odd $n-l$, where the integrand is odd. Put $n-l=2k$. The substitution $s=t^2$ gives a Beta integral,

$$\int_{-1}^1t^{2k}(1-t^2)^l\,dt=\int_0^1s^{k-1/2}(1-s)^l\,ds=\frac{\Gamma(k+\frac12)\,l!}{\Gamma(k+l+\frac32)}=\frac{2^{l+1}\,l!\,(2k-1)!!}{(2k+2l+1)!!},$$

where $\Gamma(j+\tfrac12)=(2j-1)!!\sqrt\pi/2^j$ was used with $j=k$ and $j=k+l+1$. Since $(2k)!=2^kk!\,(2k-1)!!$, the coefficient is

$$c_l=\frac{(2l+1)\,n!}{2^k\,k!\,(2k+2l+1)!!}.$$

The addition theorem supplies the angular form of $P_l$. The sum $\sum_mY_{lm}(\hat{\mathbf a})Y^*_{lm}(\hat{\mathbf b})$ is unchanged when both directions are rotated together, because the $Y_{lm}$ transform by a unitary matrix. It therefore depends only on $t$. As a function of $\hat{\mathbf a}$ it is a harmonic of degree $l$ symmetric about the axis $\hat{\mathbf b}$, hence a constant times $P_l(t)$. Setting $\hat{\mathbf a}=\hat{\mathbf b}$, using $P_l(1)=1$ and integrating over the sphere gives $2l+1=4\pi\times$constant. Thus $P_l(t)=\frac{4\pi}{2l+1}\sum_mY_{lm}(\hat{\mathbf a})Y^*_{lm}(\hat{\mathbf b})$. The product $4\pi c_l/(2l+1)$ is $B_{kl}$ of (4), and multiplying by $|\mathbf a|^n|\mathbf b|^n$,

$$(\mathbf a\cdot\mathbf b)^n=\sum_{2k+l=n}B_{kl}\,|\mathbf a|^{2k}|\mathbf b|^{2k}\sum_m\mathcal Y_{lm}(\mathbf a)\,\mathcal Y^*_{lm}(\mathbf b).\tag{10}$$

### Projecting the basis function out of a shifted Gaussian

For $N$ real three-vectors $\mathbf s_i$ define $g(s;A)=\exp(-\tfrac12x^TAx+s^Tx)$, with $s^Tx=\sum_i\mathbf s_i\cdot\mathbf x_i$. It is a Gaussian whose centre is displaced to $A^{-1}s$. Choose $\mathbf s_i=\lambda u_i\mathbf e$ with a real number $\lambda$ and a unit vector $\mathbf e$. Then $s^Tx=\lambda\,\mathbf e\cdot\mathbf v$, and $\partial_\lambda^{\,n}e^{\lambda\mathbf e\cdot\mathbf v}$ at $\lambda=0$ equals $(\mathbf e\cdot\mathbf v)^n$. Take $n=2K+L$, use (10) with $\mathbf a=\mathbf v$ and $\mathbf b=\mathbf e$, multiply by $Y_{LM}(\mathbf e)$ and integrate over the direction of $\mathbf e$. Orthonormality keeps only $l=L$, $m=M$, which forces $k=K$:

$$f_{KLM}(u,A)=\frac1{B_{KL}}\int d\mathbf e\;Y_{LM}(\mathbf e)\,\partial_\lambda^{\,2K+L}g(\lambda u\mathbf e;A)\Big|_{\lambda=0}.\tag{11}$$

The function $g$ is real, so the complex conjugate of the bra is (11) with primes and with $Y^*_{L'M'}(\mathbf e')$. For any function $X(\lambda,\mathbf e,\lambda',\mathbf e')$ define the linear projection

$$\mathcal P[X]=\frac1{B_{KL}B_{K'L'}}\int d\mathbf e\,d\mathbf e'\;Y^*_{L'M'}(\mathbf e')\,Y_{LM}(\mathbf e)\;\partial_\lambda^{\,2K+L}\partial_{\lambda'}^{\,2K'+L'}X\Big|_{\lambda=\lambda'=0}.$$

Then $\langle f'|O|f\rangle=\mathcal P[\langle g'|O|g\rangle]$. The derivatives may be taken outside the integral over $x$ because near $\lambda=0$ the differentiated integrand is bounded by a polynomial times $\exp(\text{const}\,|x|)$ times the decaying Gaussian.

### Overlap

The product of the two shifted Gaussians is $\exp(-\tfrac12x^TCx+\sigma^Tx)$ with $\sigma=s+s'$. Write $x=\bar x+\xi$ with $\bar x=C^{-1}\sigma$. The terms linear in $\xi$ are $-\xi^TC\bar x+\sigma^T\xi=0$, and the constant terms are $-\tfrac12\sigma^TC^{-1}\sigma+\sigma^TC^{-1}\sigma$, so the exponent is $-\tfrac12\xi^TC\xi+\tfrac12\sigma^TC^{-1}\sigma$. An orthogonal matrix diagonalizes $C$ with unit Jacobian; each eigenvalue $c_i$ contributes $\sqrt{2\pi/c_i}$ for each of the three Cartesian directions, and the product is $G_0$:

$$\langle g'|g\rangle=G_0\exp\big(\tfrac12\sigma^TC^{-1}\sigma\big).\tag{12}$$

In the eigenbasis $\xi$ has zero mean and variance $1/c_i$ per component; transformed back, the average of $\xi_{i\mu}\xi_{j\nu}$ under the normalized weight $g'g$ is $(C^{-1})_{ij}\delta_{\mu\nu}$, where $\mu,\nu$ are Cartesian labels. With $\boldsymbol\sigma_i=\lambda u_i\mathbf e+\lambda'u'_i\mathbf e'$ the exponent has two square terms and two equal cross terms:

$$\tfrac12\sigma^TC^{-1}\sigma=q\lambda^2+q'\lambda'^2+\rho\,\lambda\lambda'\,\mathbf e\cdot\mathbf e'\equiv\Phi .$$

The doubling of the cross term is why $q$ and $q'$ carry a factor $\tfrac12$ and $\rho$ does not. Expand the three exponentials:

$$e^\Phi=\sum_{j,j',n}\frac{q^j\,q'^{\,j'}\rho^n}{j!\,j'!\,n!}\,\lambda^{2j+n}\lambda'^{\,2j'+n}(\mathbf e\cdot\mathbf e')^n .$$

The derivatives in $\mathcal P$ keep the terms with $2j+n=2K+L$ and $2j'+n=2K'+L'$, and multiply them by $(2K+L)!\,(2K'+L')!$. For the angles use (10) with $\mathbf a=\mathbf e'$, $\mathbf b=\mathbf e$. The integral over $\mathbf e'$ requires $l=L'$, $m=M'$, and that over $\mathbf e$ requires $l=L$, $m=M$, so the result is $\delta_{LL'}\delta_{MM'}B_{kL}$ with $n=2k+L$, and zero if $n$ is not of this form. With $n=2k+L$ the conditions give $j=K-k$ and $j'=K'-k$, both non-negative, and

$$\mathcal P[e^\Phi]=\delta_{LL'}\delta_{MM'}F(q,q',\rho),$$

which proves (6). Each term of $F$ has total degree $(K-k)+(K'-k)+(2k+L)$, so $F$ is homogeneous of degree $K+K'+L$.

One observation carries the other operators. Treat $q,q',\rho$ as free variables. Then $\partial_qe^\Phi=\lambda^2e^\Phi$, $\partial_{q'}e^\Phi=\lambda'^2e^\Phi$ and $\partial_\rho e^\Phi=\lambda\lambda'\mathbf e\cdot\mathbf e'\,e^\Phi$. The projection acts on other variables and commutes with these derivatives. Any polynomial in $\lambda^2$, $\lambda'^2$, $\lambda\lambda'\mathbf e\cdot\mathbf e'$ that multiplies $e^\Phi$ therefore becomes, after projection, the same polynomial in $\partial_q,\partial_{q'},\partial_\rho$ acting on $F$.

### Kinetic energy

One integration by parts, with no boundary term because the Gaussians decay, gives $\langle g'|T|g\rangle=\tfrac12\sum_{ij}\Lambda_{ij}\int\nabla_ig'\cdot\nabla_jg$. The gradients are $\nabla_jg=(s-Ax)_j\,g$ and $\nabla_ig'=(s'-A'x)_i\,g'$. Insert $x=\bar x+\xi$. Since $1-AC^{-1}=(C-A)C^{-1}=A'C^{-1}$,

$$s-A\bar x=A'C^{-1}s-AC^{-1}s'\equiv y,\qquad s'-A'\bar x=AC^{-1}s'-A'C^{-1}s=-y .$$

The integrand factor is $(-y-A'\xi)^T\Lambda(y-A\xi)$. Terms linear in $\xi$ average to zero. The quadratic term averages to $3\sum_{kl}(A'\Lambda A)_{kl}(C^{-1})_{kl}=3\operatorname{Tr}(A'\Lambda AC^{-1})$, the 3 coming from the Cartesian sum, and a cyclic shift turns the trace into $\operatorname{Tr}(\Lambda AC^{-1}A')$. Hence

$$\langle g'|T|g\rangle=\big(R-\tfrac12y^T\Lambda y\big)\,G_0e^\Phi .$$

For our shifts $\mathbf y_i=\lambda a_i\mathbf e-\lambda'a'_i\mathbf e'$, so

$$-\tfrac12y^T\Lambda y=-\tfrac12a^T\Lambda a\,\lambda^2-\tfrac12a'^T\Lambda a'\,\lambda'^2+a'^T\Lambda a\,\lambda\lambda'\,\mathbf e\cdot\mathbf e'.$$

Replacing the three factors by derivatives gives (7). The ket vector $u$ is paired with the bra matrix $A'$ in $a$, and the reverse holds in $a'$. Pairing $u$ with $A$ instead gives a wrong off-diagonal element, although the two pairings agree on diagonal elements, where $A=A'$.

### Central potential

Write $V(|w^Tx|)=\int d^3r\,V(r)\,\delta(w^Tx-\mathbf r)$ and $\delta(w^Tx-\mathbf r)=(2\pi)^{-3}\int d^3k\,e^{i\mathbf k\cdot(w^Tx-\mathbf r)}$. The plane wave replaces $\boldsymbol\sigma_i$ by $\boldsymbol\sigma_i+iw_i\mathbf k$. Both sides of (12) are analytic in $\sigma$, so it holds for complex shifts, and the exponent gains $i\mathbf k\cdot\mathbf z-k^2/2\kappa$ with

$$\mathbf z=w^TC^{-1}\sigma=\lambda\gamma\,\mathbf e+\lambda'\gamma'\mathbf e' .$$

The $\mathbf k$ integral is (12) again, for a single vector with $C\to1/\kappa$ and shift $i(\mathbf z-\mathbf r)$, and gives $(2\pi\kappa)^{3/2}e^{-\kappa(\mathbf r-\mathbf z)^2/2}$. Dividing by $(2\pi)^3$,

$$\langle g'|\delta(w^Tx-\mathbf r)|g\rangle=G_0e^\Phi\Big(\frac\kappa{2\pi}\Big)^{3/2}e^{-\kappa(\mathbf r-\mathbf z)^2/2}.\tag{13}$$

The vector $w^Tx$ is distributed as a normalized Gaussian of variance $1/\kappa$ per direction centred at $\mathbf z$. Because $V$ depends only on $r$, the direction of $\mathbf r$ can be integrated: $\int d\hat{\mathbf r}\,e^{\kappa\mathbf r\cdot\mathbf z}=2\pi\int_{-1}^1e^{\kappa rzc}dc=4\pi\sinh(\kappa rz)/(\kappa rz)$. What remains of the $z$ dependence is $e^{-\kappa z^2/2}\sinh(\kappa rz)/(\kappa rz)$, which must be expanded in powers of $z^2$.

Put $\eta=\tfrac12\kappa r^2$ and $\zeta=-\tfrac12\kappa z^2$, so that $(\kappa rz)^2/4=-\eta\zeta$. The identity $(2j+1)!=4^jj!\,(3/2)_j$ follows by splitting the factorial into its even factors $2^jj!$ and odd factors $3\cdot5\cdots(2j+1)=2^j(3/2)_j$. Then $\sinh(\kappa rz)/(\kappa rz)=\sum_j(-\eta\zeta)^j/[j!\,(3/2)_j]$. Multiplying by $e^\zeta=\sum_m\zeta^m/m!$ and collecting $j+m=n$ gives the coefficient $\sum_j(-\eta)^j/[j!\,(3/2)_j(n-j)!]$. The associated Laguerre polynomial is

$$L_n^{(\alpha)}(\eta)=\sum_{j=0}^n\frac{(\alpha+1)_n}{(\alpha+1)_j}\,\frac{(-\eta)^j}{j!\,(n-j)!},$$

so the coefficient is $L_n^{(1/2)}(\eta)/(3/2)_n$, and

$$\langle g'|V|g\rangle=G_0e^\Phi\sum_{n=0}^\infty V_n\frac{(-\kappa/2)^n}{(3/2)_n}\,(z^2)^n,\qquad z^2=\gamma^2\lambda^2+\gamma'^2\lambda'^2+2\gamma\gamma'\lambda\lambda'\,\mathbf e\cdot\mathbf e'.$$

Under the projection $z^2$ becomes $D$. Each $D$ lowers the degree of $F$ by one, so $D^nF=0$ for $n>K+K'+L$ and the series ends. This is (8). For a given distance $|w^Tx|$ and a given pair of basis functions, the potential enters only through $K+K'+L+1$ radial integrals, whatever the number of particles. These integrals depend on $w$, $A$ and $A'$ only through $\kappa$.

This part has proved the overlap (6), the kinetic energy (7) and the central-potential formula (8) by projection from shifted Gaussians. What remains is to obtain the Coulomb form (9), to derive the results a second way, and to treat the limits, a worked example and the numerical check.
